\section*{Step-Flow Speed of an Equally Spaced Step Train from Mass Conservation, part 2}

How fast does a train of parallel, straight atomic steps advance when it takes up the deposited atoms? The surface descends in the direction of increasing $x$, and positive $v$ means growth. Lengths are in nm and times in s. The deposition rate $F$ is in monolayers per second, $L$ is the terrace width, $h$ the step height and $D$ the diffusion coefficient of the dilute adatoms.

A step is at $X(t)$, with $dX/dt=v$. The distance from it onto its lower terrace is $\xi=x-X(t)$, and the next step is at $\xi=L$. The adatom coverage $\Theta(\xi,t)$ is a pure number, and its integral over one terrace is the length $A(t)$. A prime denotes $\partial/\partial\xi$.

For equivalent steps, without desorption or islands, conservation of atoms gives
\begin{equation}
v=FL-\frac{dA}{dt},
\label{eq:balance}
\end{equation}
and in the steady state
\begin{equation}
v = F L .
\label{eq:law}
\end{equation}
The vertical growth rate $G$ is then
\begin{equation}
G=h\,\frac vL=hF .
\label{eq:growth}
\end{equation}
The first equality only expresses that each passing step raises the surface by $h$.

The terrace equation and the flux $J$ to the right relative to the steps, which has the dimension of a speed, are
\begin{equation}
\frac{\partial\Theta}{\partial t}
=D\frac{\partial^2\Theta}{\partial\xi^2}
+v\frac{\partial\Theta}{\partial\xi}+F
=-\frac{\partial J}{\partial\xi}+F,
\qquad
J=-D\frac{\partial\Theta}{\partial\xi}-v\Theta .
\label{eq:moving}
\end{equation}
For equivalent steps the speed follows from the arrivals at the two sides:
\begin{equation}
v=J(L)-J(0).
\label{eq:local}
\end{equation}
Attachment obeys
\begin{equation}
-J(0)=\frac{D}{\ell_l}\bigl[\Theta(0)-\theta_{\rm eq}\bigr],\qquad
J(L)=\frac{D}{\ell_u}\bigl[\Theta(L)-\theta_{\rm eq}\bigr].
\label{eq:kinetics}
\end{equation}
Here $\theta_{\rm eq}$ is the coverage at which a step neither grows nor recedes, and $\ell_l$ and $\ell_u$ are the attachment lengths for atoms from the lower and the upper terrace. Perfect sinks have $\ell_l=\ell_u=0$.

The example has $F=0.2$ s$^{-1}$, $L=20$ nm, $h=0.3$ nm, $D=10^4$ nm$^2$/s, $\ell_l=2$ nm, $\ell_u=20$ nm and $\theta_{\rm eq}=0.001$.

\subsection{Symbols and results carried over}

Steps of height $h$ descend along $+x$ and advance at speed $v$ over terraces of width $L$. The deposition rate is $F$ in monolayers per second, $D$ is the adatom diffusion coefficient, and $\Theta(\xi)$ is the adatom coverage at the distance $\xi$ from a step onto its lower terrace. The integral of the coverage over one terrace is $A$. The attachment lengths $\ell_l$ and $\ell_u$ belong to atoms that reach a step from its lower and its upper terrace, and $\theta_{\rm eq}$ is the coverage in equilibrium with a step. Conservation of atoms gives $v=FL-dA/dt$ for equivalent steps, and hence $v=FL$ in the steady state. The flux relative to the steps is $J=-D\Theta'-v\Theta$. A terrace delivers $-J(0)$ to the step at $\xi=0$ and $J(L)$ to the step at $\xi=L$.

The numerical values are $F=0.2$ s$^{-1}$, $L=20$ nm, $D=10^4$ nm$^2$/s, $\ell_l=2$ nm, $\ell_u=20$ nm and $\theta_{\rm eq}=0.001$. They are round model parameters and do not describe a particular material. With these values adatoms often meet on a terrace before they reach a step. The absence of islands therefore presupposes that such small clusters break up again.

\subsection{How a terrace divides its atoms}

When the steps move slowly compared with diffusion, the terms with $v$ in the terrace equation and in the edge rates can be dropped. On the terrace, $v\Theta'$ is small beside $D\Theta''$ if $vL/D\ll1$. At the edges, $v(\Theta-\theta_{\rm eq})$ is small beside the attachment rate $(D/\ell)(\Theta-\theta_{\rm eq})$ if $v\ell/D\ll1$ for both attachment lengths. The remaining edge term $v\theta_{\rm eq}$ is small beside $FL=v$ if $\theta_{\rm eq}\ll1$. In the example $vL/D$ and $v\ell_u/D$ are both $4\times20/10^4=0.008$.

The excess coverage $\psi=\Theta-\theta_{\rm eq}$ then obeys $D\psi''+F=0$ in the steady state, so
\begin{equation}
\psi(\xi)=b+a\xi-\frac{F\xi^2}{2D}.
\label{eq:parabola}
\end{equation}
The attachment condition at $\xi=0$ is $D\psi'(0)=(D/\ell_l)\psi(0)$ and gives $b=\ell_la$. The condition at $\xi=L$ is $-D\psi'(L)=(D/\ell_u)\psi(L)$, or
\begin{equation}
\ell_u\Bigl(\frac{FL}{D}-a\Bigr)=\ell_la+aL-\frac{FL^2}{2D}.
\end{equation}
Collecting the terms with $a$ on one side gives
\begin{equation}
a\,(L+\ell_l+\ell_u)=\frac{FL}{D}\Bigl(\frac L2+\ell_u\Bigr).
\end{equation}
The terrace receives $FL$ and sends $D\psi'(0)=Da$ to the step at $\xi=0$. The fraction that goes this way is
\begin{equation}
p(L)=\frac{Da}{FL}=\frac{L/2+\ell_u}{L+\ell_l+\ell_u},
\qquad
1-p(L)=\frac{L/2+\ell_l}{L+\ell_l+\ell_u}.
\label{eq:share}
\end{equation}
For the example $p=(10+20)/(20+2+20)=30/42=0.714$. A step thus obtains $71\%$ of its atoms from the lower terrace and $29\%$ from the upper one, and the two contributions add up to $FL$.

If $\ell_l=\ell_u$, each side supplies one half. If descent is blocked, $\ell_u\to\infty$ and $p\to1$, so that each step lives on its lower terrace alone. The speed of the equally spaced train is $FL$ in both cases. A measurement of that speed therefore gives no information about the attachment lengths.

\subsection{Start-up and interruption of growth}

Let the flux be switched on at $t=0$, when the coverage is $\theta_{\rm eq}$ everywhere and the steps are at rest. Integration of $v=FL-dA/dt$ gives the distance covered,
\begin{equation}
X(t)-X(0)=FLt-\bigl[A(t)-A(0)\bigr].
\label{eq:lag}
\end{equation}
The steps lag behind $FLt$ by the amount of material stored as additional adatoms. Once the coverage is steady, the lag has the constant value $\Delta=\int_0^L\psi\,d\xi$. With equation~(\ref{eq:parabola}) and $b=\ell_la$,
\begin{equation}
\Delta=\ell_laL+\frac{aL^2}{2}-\frac{FL^3}{6D}
=L\left[\frac{FL\,p(L)}{D}\Bigl(\frac L2+\ell_l\Bigr)-\frac{FL^2}{6D}\right].
\label{eq:delta}
\end{equation}
This holds to leading order for slow steps. For perfect sinks, $p=1/2$ and $\ell_l=0$, and the bracket becomes $FL^2/(4D)-FL^2/(6D)$, so that $\Delta=FL^3/(12D)$.

In the example the first term in the bracket is $(0.2\times20\times0.714/10^4)\times12=0.00343$, and the second is $0.008/6=0.00133$. Their difference, $0.0021$, is the mean excess coverage, and $\Delta=20\times0.0021=0.042$ nm. This is about one seventh of the layer height $h=0.3$ nm. It is an average along the step, in which some atomic sites have been filled and others have not.

The approach to the steady speed was computed by integrating the moving-terrace equation in time, with the finite-volume scheme described below. The step speed is $1.64$ nm/s after $5$ ms, $3.37$ nm/s after $20$ ms, $3.96$ nm/s after $50$ ms and $4.00$ nm/s after $300$ ms. The lag at the end of this calculation is $0.0418$ nm, and the slow-step formula gives $0.0419$ nm. A characteristic duration of the start-up follows from the lag itself. Since $\Delta=\int(FL-v)\,dt$, the steps lose the time $\Delta/(FL)=0.042/4\approx0.010$ s compared with a train that moves at full speed from the beginning.

When the flux is switched off after the coverage has become steady, $F=0$ and the balance becomes $v=-dA/dt$. The steps continue to advance until the coverage has returned to $\theta_{\rm eq}$, and in doing so they gain the distance $\Delta$. Over a complete pulse of duration $t_{\rm on}$, followed by a sufficiently long pause, $A$ has the same value at the beginning and at the end, and the total advance is $FLt_{\rm on}$. The storage term thus changes the timing of the motion but not the distance per pulse.

\subsection{A discretization that keeps the balance}

Divide the terrace into $N$ cells of width $w=L/N$ with coverages $\Theta_1,\dots,\Theta_N$, and let $J_i$ be the relative flux through the face between cells $i$ and $i+1$. The cell equation is
\begin{equation}
\frac{d\Theta_i}{dt}=F-\frac{J_i-J_{i-1}}{w},\qquad
J_i=-D\frac{\Theta_{i+1}-\Theta_i}{w}-v\,\frac{\Theta_{i+1}+\Theta_i}{2}
\end{equation}
for the inner faces. Multiplication by $w$ and summation over the cells cancels all inner fluxes and leaves $dA/dt=FL-(J_N-J_0)$, with $A=w\sum_i\Theta_i$. If the step speed is set to $v=J_N-J_0$, the discrete model obeys the conservation law for any $N$.

The edge coverages $\Theta(0)$ and $\Theta(L)$ lie half a cell away from the nearest cell centres. Equating the relative flux and the attachment rate gives
\begin{align}
\frac{2D}{w}\bigl[\Theta_1-\Theta(0)\bigr]+v\Theta(0)
&=\frac{D}{\ell_l}\bigl[\Theta(0)-\theta_{\rm eq}\bigr],\\
\frac{2D}{w}\bigl[\Theta_N-\Theta(L)\bigr]-v\Theta(L)
&=\frac{D}{\ell_u}\bigl[\Theta(L)-\theta_{\rm eq}\bigr],
\end{align}
and therefore
\begin{equation}
\Theta(0)=\frac{2D\Theta_1/w+D\theta_{\rm eq}/\ell_l}{2D/w+D/\ell_l-v},
\qquad
\Theta(L)=\frac{2D\Theta_N/w+D\theta_{\rm eq}/\ell_u}{2D/w+D/\ell_u+v}.
\end{equation}
The right-hand sides of the attachment conditions are $-J_0$ and $J_N$. Since $v$ appears in the edge coverages, it is found by repeated substitution, starting from $v=0$. The start-up values quoted above were obtained with $N=80$ and an implicit time integrator, because the diffusion time of a cell, $w^2/D$, is much shorter than the start-up.

\subsection{Unequal terraces}

If the terrace widths differ, the steps are no longer equivalent, and $v=FL$ does not hold step by step. Let a step have a lower terrace of width $L_a$ ahead of it and an upper terrace of width $L_b$ behind it. For slow steps each terrace divides its atoms according to equation~(\ref{eq:share}), so
\begin{equation}
v=F\bigl\{p(L_a)L_a+[1-p(L_b)]L_b\bigr\}.
\label{eq:unequal}
\end{equation}
In a periodic train every terrace is ahead of one step and behind another. In the sum over all steps its two contributions add up to $F$ times its width, so the mean speed of the steps is $F$ times the mean terrace width.

For terraces that alternate between $10$ and $30$ nm, the fractions are $p(10)=25/32=0.781$ and $p(30)=35/52=0.673$. The step with the wide terrace ahead moves at
\begin{equation}
0.2\times(0.673\times30+0.219\times10)=4.48\ \text{nm/s},
\end{equation}
and the step with the narrow terrace ahead at
\begin{equation}
0.2\times(0.781\times10+0.327\times30)=3.52\ \text{nm/s}.
\end{equation}
The mean is $4.00$ nm/s, in agreement with the mean width of $20$ nm.

The faster step runs into the wide terrace, which therefore shrinks. To see when this happens, let $W$ and $N_w$ be the wide and the narrow width. The rate of change of $W$ is the speed of the step at its far end minus that of the step at its near end:
\begin{equation}
\frac{dW}{dt}=-F\bigl\{[2p(W)-1]W-[2p(N_w)-1]N_w\bigr\}.
\end{equation}
From equation~(\ref{eq:share}),
\begin{equation}
[2p(L)-1]L=\frac{(\ell_u-\ell_l)L}{L+\ell_l+\ell_u}.
\end{equation}
The factor $L/(L+\ell_l+\ell_u)$ increases with $L$. Within this model, alternating widths thus become equal if $\ell_u>\ell_l$, keep their difference if $\ell_u=\ell_l$, and move further apart if $\ell_u<\ell_l$. For a small alternating disturbance the growth rate in this model is $2F(\ell_l-\ell_u)(\ell_l+\ell_u)/(L+\ell_l+\ell_u)^2$. The step motion neglected here damps the disturbance, at a rate of about $10^{-3}$ s$^{-1}$ for the values of $F$, $L$, $D$ and $\theta_{\rm eq}$ used here, and it decides the outcome when the two lengths are short or nearly equal. With these values the disturbance grows only for $\ell_l>1.14$ nm if $\ell_u=0$, and only for $\ell_l>2.47$ nm if $\ell_u=2$ nm. The law $v=FL$ holds for an equally spaced train in all three cases, but if $\ell_l$ exceeds $\ell_u$ by more than this margin, a small alternating disturbance grows and the train does not stay equally spaced. Steps that bend along their length are outside this description.

\subsection{Desorption}

Let an adatom desorb after a mean lifetime $\tau$. To isolate this effect, take slow steps that are perfect sinks, with $\theta_{\rm eq}=0$. The coverage obeys
\begin{equation}
D\Theta''-\frac{\Theta}{\tau}+F=0,\qquad \Theta(0)=\Theta(L)=0 .
\end{equation}
With the diffusion length $\lambda=\sqrt{D\tau}$, the solution symmetric about the middle of the terrace is
\begin{equation}
\Theta(\xi)=F\tau\left[1-\frac{\cosh\bigl((\xi-L/2)/\lambda\bigr)}{\cosh\bigl(L/(2\lambda)\bigr)}\right].
\end{equation}
The constant part balances the flux, the hyperbolic cosine solves the equation without flux, and the bracket vanishes at both edges. A step receives $D\Theta'(0)$ from one side and the same amount from the other. With $D\tau/\lambda=\lambda$,
\begin{equation}
v=2D\Theta'(0)=2F\lambda\tanh\frac{L}{2\lambda}.
\label{eq:desorption}
\end{equation}
For $\lambda\gg L$ the expansion $\tanh z\simeq z-z^3/3$ gives $v\simeq FL[1-L^2/(12\lambda^2)]$, so $v=FL$ is recovered. For $\lambda\ll L$ the speed tends to $2F\lambda$. A step then collects atoms from a strip of width $\lambda$ on each side, and wider terraces do not make it faster.

For $\tau=0.04$ s the diffusion length is $\sqrt{10^4\times0.04}=20$ nm, and $v=2\times0.2\times20\times\tanh(0.5)=3.70$ nm/s, which is $8\%$ below $FL$. For $\tau=4$ s it is $200$ nm, and the speed is $3.997$ nm/s. These values belong to $\theta_{\rm eq}=0$ and perfect sinks. For $\theta_{\rm eq}>0$ the excess coverage obeys the same equation with $F$ replaced by $F-\theta_{\rm eq}/\tau$, so the limit for $\lambda\gg L$ is $v=(F-\theta_{\rm eq}/\tau)L$. With $\theta_{\rm eq}=0.001$ and $\tau=0.04$ s the factor is $0.175/0.2$, and the speed falls to $3.24$ nm/s. Slow attachment keeps the adatoms longer on the terrace and adds to the loss: with $\ell_l=2$ nm, $\ell_u=20$ nm, $\theta_{\rm eq}=0$ and the same lifetime the speed is $3.18$ nm/s.

The relation between step speed and film growth survives desorption. Each passing step still raises the surface by $h$, so $v=GL/h$ with the actual growth rate $G$. In the first case the film grows by $v/L=3.70/20=0.185$ monolayers per second, although $0.2$ are delivered. If $F$ in $v=FL$ is replaced by this net rate, the formula holds again.

\subsection{Individual atoms}

The derivations above treat coverage and step position as smooth averages. A random-walk simulation shows how single steps behave when atoms arrive one by one. It has $8$ steps on a periodic row of sites, with terraces initially $20$ sites wide. Each atom lands on a random site and hops to the left or right with equal probability until it reaches the site next to the step on its left, where it is built in. At the right end of a terrace an attempt to hop down succeeds with probability $0.1$, and the atom then joins the lower step or, if that step has no free site in front of it, the next one that has. Each atom is built in before the next one lands, so no adatoms are stored.

In one run of $100$ monolayers the slowest step advanced by $19.87$ sites per monolayer and the fastest by $20.08$. The average over all steps is $20$ by counting. The individual values are not fixed in this way, since the terrace widths fluctuate during growth. In this run they lie within $1\%$ of the average, but this small figure owes much to the length of the run. The slowest step is $0.13\times100=13$ sites behind the average, which is more than half a terrace width. Steps cannot pass one another in the simulation, so the distances between them stay bounded, and over a long time every step must advance at the average rate.
